**Half-quantum conductance: transmission, polarization and shot noise**

The program tests the statement that a conductance $G_0/2$, with $G_0=2e^2/h$, fixes the sum of the spin-resolved transmissions $T_j$ but not the spin polarization $p$. The Fano factor is $F=\sum_jT_j(1-T_j)/\sum_jT_j$, and $S$ is the one-sided current noise. Assertions compare the weak-bond transmission formula with lattice Green functions, and the growth rates of the mean and variance of the transferred electron number with exact free-electron time evolution on a finite chain. The small variance rate of 0.0006, in units of the hopping energy divided by ħ, found for the open, fully biased channel, where theory gives zero, lies within the stated finite-time tolerance of 0.003. Further assertions compare the closed noise formula with energy quadrature, the relation $F=(1-p^2)/2$ with lattice contacts, and the bound $F\ge1/2$ with random sets of spin-degenerate modes. At 5 mV and 4 K the degenerate and polarized contacts carry the same current to within 0.01%, but their noise differs by a factor of 4.13; at 300 K the difference is 0.16%. A circuit solution asserts that an open spin-degenerate contact in series with a 12.9 kΩ thermal resistor reproduces both the conductance and the noise of the polarized contact.

## Program and output

```python
# Result under test: conductance G0/2 (G0 = 2e^2/h) does not fix spin polarization.
# T_up=1, T_down=0 and T_up=T_down=1/2 share G but have Fano factors 0 and 1/2.
# T: transmission per spin channel; F = sum T(1-T)/sum T; p: current polarization.
# S: one-sided noise, with S = 4 k Theta G at zero bias (Theta: temperature).
# Lattice energies are in units of the lead hopping t; lattice times in hbar/t.
import numpy as np
from scipy.constants import e, h, k
from scipy.integrate import trapezoid
from scipy.special import expit

HOPPING_EV = 0.5
BOND_HALF = np.sqrt(2) - 1
SEGMENT = 4
SHIFT = 5.0
G0 = 2 * e**2 / h


def transmission(energy, onsite, hops):
    """Green-function transmission of a device between two semi-infinite chains."""
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    n = len(onsite)
    ham = np.diag(np.asarray(onsite, dtype=float))
    ham = ham - np.diag(hops, 1) - np.diag(hops, -1)
    root = np.sqrt(4 - energy**2)
    sigma = (energy - 1j * root) / 2
    mat = energy[:, None, None] * np.eye(n) - ham + 0j
    mat[:, 0, 0] -= sigma
    mat[:, -1, -1] -= sigma
    green = np.linalg.inv(mat)
    return root**2 * np.abs(green[:, 0, -1])**2


def bond_formula(energy, x):
    s2 = 1 - (energy / 2)**2
    return 4 * x**2 * s2 / ((1 - x**2)**2 + 4 * x**2 * s2)


def count_moments(trans, f_left, f_right):
    """Mean and variance from the list of possible single-energy transfers."""
    forward = trans * f_left * (1 - f_right)
    backward = trans * f_right * (1 - f_left)
    mean = forward - backward
    return mean, forward + backward - mean**2


weak = (np.zeros(2), np.array([BOND_HALF]))
up = (np.zeros(SEGMENT), np.ones(SEGMENT - 1))
down = (SHIFT * np.ones(SEGMENT), np.ones(SEGMENT - 1))

# Transmission formula against lattice Green functions, at several bonds.
test_energy = np.linspace(-1.8, 1.8, 37)
for x in (0.2, BOND_HALF, 0.7, 1.0):
    numeric = transmission(test_energy, [0, 0], [x])
    assert np.allclose(numeric, bond_formula(test_energy, x), atol=1e-11)

print("Lead hopping t = %.2f eV; weak bond ratio x = %.5f" % (HOPPING_EV, BOND_HALF))
print("Constriction: %d sites, spin-down shift = %.2f eV"
      % (SEGMENT, SHIFT * HOPPING_EV))
print("G0 = %.4f microsiemens; G0/2 = %.4f microsiemens" % (G0*1e6, G0*5e5))
for energy_ev in (0.0, 0.125, 0.25):
    u = energy_ev / HOPPING_EV
    tw, tu, td = [transmission(u, *d)[0] for d in (weak, up, down)]
    print("E = %.3f eV: G/G0 degenerate %.4f, polarized %.4f; T_down %.1e"
          % (energy_ev, tw, (tu + td) / 2, td))
for x in (0.35, 0.50):
    print("Bond ratio x = %.2f: G/G0 at band centre = %.4f"
          % (x, transmission(0, [0, 0], [x])[0]))


# Exact free-electron dynamics: counting operator Q = U^dagger P U - P.
def dynamic_rates(onsite, hops, fillings, lead=280, times=(60.0, 120.0)):
    n = 2 * lead + len(onsite)
    diagonal = np.zeros(n)
    diagonal[lead:lead + len(onsite)] = onsite
    links = np.ones(n - 1)
    links[lead:lead + len(hops)] = hops
    ham = np.diag(diagonal) - np.diag(links, 1) - np.diag(links, -1)
    vals, vecs = np.linalg.eigh(ham)
    records = []
    for time in times:
        block = (vecs[-lead:] * np.exp(-1j * vals * time)) @ vecs.T
        q = block.conj().T @ block
        q[np.arange(n - lead, n), np.arange(n - lead, n)] -= 1
        row = []
        for f_left, f_right in fillings:
            occ = np.zeros(n)
            occ[:lead] = f_left
            occ[-lead:] = f_right
            mean = np.real(np.diag(q)) @ occ
            variance = (1 - occ) @ np.abs(q)**2 @ occ
            row.append((mean, variance))
        records.append(row)
    return (np.array(records[1]) - np.array(records[0])) / (times[1] - times[0])


fillings = [(1.0, 0.0), (0.7, 0.2)]
edges = np.linspace(-2, 2, 4001)
mid = (edges[1:] + edges[:-1]) / 2
width = edges[1] - edges[0]
print("Exact dynamics, full band, rates per spin in units of t/hbar:")
for name, device in (("weak bond", weak), ("open up", up), ("closed down", down)):
    rates = dynamic_rates(*device, fillings)
    trans = transmission(mid, *device)
    for (fl, fr), rate in zip(fillings, rates):
        predicted = np.array([np.sum(m) * width / (2 * np.pi)
                              for m in count_moments(trans, fl, fr)])
        # Finite-time edge terms grow at most logarithmically in the variance.
        assert np.allclose(rate, predicted, atol=0.003), (name, rate, predicted)
        print(" %s, fillings %.1f/%.1f: mean %.4f (theory %.4f), var %.4f (%.4f)"
              % (name, fl, fr, abs(rate[0]), abs(predicted[0]), rate[1],
                 predicted[1]))


def integrated_transport(channels, bias, temp):
    """Current (A) and noise (A^2/Hz) by quadrature; bias in volts."""
    kt = k * temp / e
    limit = bias / 2 + 35 * kt
    grid = np.linspace(-limit, limit, 6001)
    fl = expit(-(grid - bias / 2) / kt)
    fr = expit(-(grid + bias / 2) / kt)
    current = noise = 0.0
    for channel in channels:
        if isinstance(channel, tuple):
            trans = transmission(grid / HOPPING_EV, *channel)
        else:
            trans = channel
        mean, variance = count_moments(trans, fl, fr)
        current += e**2 / h * trapezoid(mean, grid)
        noise += 2 * e**3 / h * trapezoid(variance, grid)
    return current, noise


def closed_noise(trans, bias, temp):
    trans = np.asarray(trans, dtype=float)
    y = e * bias / (2 * k * temp)
    return 2 * e**2 / h * (2 * k * temp * np.sum(trans**2)
                           + e * bias / np.tanh(y) * np.sum(trans * (1 - trans)))


bias, cold, warm = 5e-3, 4.0, 300.0
y = e * bias / (2 * k * cold)
thermal = 4 * k * cold * G0 / 2
print("Bias %.1f mV, temperature %.1f K: eV/(2k Theta) = %.3f"
      % (bias * 1e3, cold, y))
print("Thermal noise 4k Theta G = %.3f e-27 A^2/Hz" % (thermal * 1e27))
results = {}
for name, channels, ideal in (("degenerate", [weak, weak], [0.5, 0.5]),
                              ("polarized", [up, down], [1.0, 0.0])):
    current, noise = integrated_transport(channels, bias, cold)
    assert np.isclose(current, G0 / 2 * bias, rtol=1e-4)
    assert np.isclose(noise, closed_noise(ideal, bias, cold), rtol=1e-4)
    fano = (noise - thermal) / (2 * e * current * (1 / np.tanh(y) - 1 / y))
    expected = np.sum(np.array(ideal) * (1 - np.array(ideal))) / np.sum(ideal)
    assert abs(fano - expected) < 1e-4
    results[name] = noise
    print("%s: I = %.3f nA, S = %.3f e-27 A^2/Hz, extracted F = %.4f"
          % (name, current * 1e9, noise * 1e27, abs(fano)))
print("Full Poisson noise 2eI = %.3f e-27 A^2/Hz" % (e * G0 * bias * 1e27))
print("Noise ratio degenerate/polarized at %.0f K = %.3f"
      % (cold, results["degenerate"] / results["polarized"]))

equilibrium = [integrated_transport(c, 0.0, cold)[1]
               for c in ([weak, weak], [up, down])]
assert np.allclose(equilibrium, thermal, rtol=1e-4, atol=0)
print("Zero-bias S: degenerate %.3f, polarized %.3f e-27 A^2/Hz"
      % tuple(1e27 * np.array(equilibrium)))

warm_noise = []
for ideal in ([0.5, 0.5], [1.0, 0.0]):
    value = integrated_transport(ideal, bias, warm)[1]
    assert np.isclose(value, closed_noise(ideal, bias, warm), rtol=1e-6)
    warm_noise.append(value)
print("Noise ratio at %.0f K and same bias = %.5f"
      % (warm, warm_noise[0] / warm_noise[1]))


def zero_temperature_fano(trans):
    mean, variance = count_moments(np.asarray(trans), 1.0, 0.0)
    return np.sum(variance) / np.sum(mean)


# Spin-dependent bonds realize partial polarization at the same conductance.
for p in (0.0, 0.3, 0.6, 0.9):
    values = []
    for target in ((1 + p) / 2, (1 - p) / 2):
        x = (1 - np.sqrt(1 - target)) / np.sqrt(target)
        values.append(transmission(0, [0, 0], [x])[0])
    assert abs(sum(values) - 1) < 1e-12
    fano = zero_temperature_fano(values)
    assert abs(fano - (1 - p**2) / 2) < 1e-12
    print("One orbital mode, p = %.1f: G/G0 = %.3f, F = %.4f"
          % (p, sum(values) / 2, fano))

# Lower bound on F for spin-degenerate multimode contacts at G0/2.
rng = np.random.default_rng(7)
lowest = 1.0
for modes in range(1, 8):
    for weights in rng.dirichlet(0.3 * np.ones(modes), 1000):
        paired = np.repeat(weights / 2, 2)
        lowest = min(lowest, zero_temperature_fano(paired))
assert lowest >= 0.5 - 1e-12
print("Lowest F in random spin-degenerate mode sets = %.4f" % lowest)
same_spin = zero_temperature_fano([0.5, 0.5, 0.0, 0.0])
assert abs(same_spin - 0.5) < 1e-12
print("Two half-open modes of the same spin: F = %.4f" % same_spin)

# Series trap: solve current and node-voltage fluctuations for each noise source.
series_resistance = 1 / G0
circuit = np.array([[1.0, -G0], [1.0, 1 / series_resistance]])
response = np.linalg.solve(circuit, np.eye(2))[0]
contact_noise = integrated_transport([up, up], bias / 2, cold)[1]
resistor_noise = 4 * k * cold / series_resistance
series_noise = response**2 @ np.array([contact_noise, resistor_noise])
total_conductance = 1 / (1 / G0 + series_resistance)
assert np.isclose(total_conductance, G0 / 2, rtol=1e-12)
assert np.isclose(series_noise, results["polarized"], rtol=1e-4)
print("Series trap: R = %.3f kOhm, total G/G0 = %.3f, S = %.3f e-27 A^2/Hz"
      % (series_resistance / 1e3, total_conductance / G0, series_noise * 1e27))
print("ALL CHECKS PASSED")
```

Printed output:

```
Lead hopping t = 0.50 eV; weak bond ratio x = 0.41421
Constriction: 4 sites, spin-down shift = 2.50 eV
G0 = 77.4809 microsiemens; G0/2 = 38.7405 microsiemens
E = 0.000 eV: G/G0 degenerate 0.5000, polarized 0.5000; T_down 1.2e-05
E = 0.125 eV: G/G0 degenerate 0.4961, polarized 0.5000; T_down 1.7e-05
E = 0.250 eV: G/G0 degenerate 0.4839, polarized 0.5000; T_down 2.2e-05
Bond ratio x = 0.35: G/G0 at band centre = 0.3889
Bond ratio x = 0.50: G/G0 at band centre = 0.6400
Exact dynamics, full band, rates per spin in units of t/hbar:
 weak bond, fillings 1.0/0.0: mean 0.2399 (theory 0.2399), var 0.1384 (0.1384)
 weak bond, fillings 0.7/0.2: mean 0.1199 (theory 0.1199), var 0.1233 (0.1234)
 open up, fillings 1.0/0.0: mean 0.6365 (theory 0.6366), var 0.0006 (0.0000)
 open up, fillings 0.7/0.2: mean 0.3182 (theory 0.3183), var 0.2357 (0.2355)
 closed down, fillings 1.0/0.0: mean 0.0000 (theory 0.0000), var -0.0000 (0.0000)
 closed down, fillings 0.7/0.2: mean 0.0000 (theory 0.0000), var -0.0000 (0.0000)
Bias 5.0 mV, temperature 4.0 K: eV/(2k Theta) = 7.253
Thermal noise 4k Theta G = 8.558 e-27 A^2/Hz
degenerate: I = 193.702 nA, S = 35.313 e-27 A^2/Hz, extracted F = 0.5000
polarized: I = 193.705 nA, S = 8.559 e-27 A^2/Hz, extracted F = 0.0000
Full Poisson noise 2eI = 62.069 e-27 A^2/Hz
Noise ratio degenerate/polarized at 4 K = 4.126
Zero-bias S: degenerate 8.558, polarized 8.558 e-27 A^2/Hz
Noise ratio at 300 K and same bias = 1.00156
One orbital mode, p = 0.0: G/G0 = 0.500, F = 0.5000
One orbital mode, p = 0.3: G/G0 = 0.500, F = 0.4550
One orbital mode, p = 0.6: G/G0 = 0.500, F = 0.3200
One orbital mode, p = 0.9: G/G0 = 0.500, F = 0.0950
Lowest F in random spin-degenerate mode sets = 0.5000
Two half-open modes of the same spin: F = 0.5000
Series trap: R = 12.906 kOhm, total G/G0 = 0.500, S = 8.558 e-27 A^2/Hz
ALL CHECKS PASSED
```
